# Conduction-loss crossover between bipolar and unipolar power switches

## Question

I am comparing two high-voltage switches for the same job, with the same chip area. The data I was given are:

- bipolar switch: 3 V offset plus 5 mΩ cm²
- unipolar switch: no offset, 100 mΩ cm²

The exercise asks for the current densities at which the bipolar switch has the lower conduction loss. The bipolar resistance is twenty times smaller, so my first thought was that it wins everywhere. But at small current the 3 V seems to spoil that, and I don't know how to weigh a voltage against a resistance. I am also uneasy about the offset itself: surely the device doesn't drop 3 V when no current flows?

How do I find the crossover, and does it still mean anything if the current is pulsed, the chip is hot, or the device has to switch often?

## Answer

**Comparing the drops**

Let $J$ be the current density in the on state, the same for both switches since they carry the same current through the same area. Take both at the same temperature. Your data say that the voltage drops are

$$V_b = V_0 + r_b J,\qquad V_u = r_u J,$$

with $V_0=3$ V, $r_b=5$ mΩ cm² and $r_u=100$ mΩ cm². A specific resistance in Ω cm² times a current density in A/cm² is a voltage, so this is where offset and resistance can be compared.

The 5 mΩ cm² is the slope of the bipolar curve, not the ratio of voltage to current. That ratio is

$$\frac{V_b}{J}=\frac{V_0}{J}+r_b ,$$

which is large at small $J$ and approaches $r_b$ only when $r_bJ\gg V_0$. This is why the factor of twenty doesn't settle the matter.

The heat produced per unit area is $p=JV$:

$$p_b = V_0J+r_bJ^2,\qquad p_u=r_uJ^2 .$$

Subtract, and take out the common factor $J$:

$$p_b-p_u = V_0J-(r_u-r_b)J^2 = J\left[V_0-(r_u-r_b)J\right].$$

For $J>0$ the sign is that of the bracket. If $r_u\le r_b$, the bracket is positive at every $J$ and the bipolar switch never wins. If $r_u>r_b$, the bracket falls steadily and changes sign once, at

$$J_x=\frac{V_0}{r_u-r_b}=\frac{3\ \text{V}}{(0.100-0.005)\ \Omega\,\text{cm}^2}=31.6\ \text{A/cm}^2 .$$

**The bipolar switch has the lower conduction loss above about 32 A/cm².** At the crossing both devices drop $r_uJ_x=3.16$ V and dissipate $r_uJ_x^2=99.7$ W/cm².

One point on each side shows the two regimes:

- At 20 A/cm² the bipolar drop is $3+0.005\times20=3.10$ V and the unipolar drop is $0.100\times20=2.00$ V. The losses are 62 and 40 W/cm².
- At 50 A/cm² the drops are 3.25 V and 5.00 V. The losses are 162.5 and 250 W/cm².

The equal areas matter. If the unipolar chip is $a$ times larger, its current density is $J/a$ and its drop is $r_uJ/a$, with $J$ still referred to the bipolar chip. The same algebra gives

$$J_x(a)=\frac{V_0}{r_u/a-r_b}.$$

The threshold rises with $a$, and for $a\ge r_u/r_b=20$ there is none: the unipolar chip then has the lower conduction loss at every current.

**Can the chip be cooled at the crossing?**

A crossover at 99.7 W/cm² is of use only if that heat can be removed. Suppose cooling permits a loss $p_{\max}$ per area, with conduction the only source of heat and the resistances held at their given values. The unipolar limit follows from $r_uJ_u^2=p_{\max}$:

$$J_u=\sqrt{p_{\max}/r_u}.$$

For the bipolar switch, $r_bJ_b^2+V_0J_b-p_{\max}=0$. Its positive root is

$$J_b=\frac{-V_0+\sqrt{V_0^2+4r_bp_{\max}}}{2r_b}.$$

At 50 W/cm² these give $J_b=16.2$ and $J_u=22.4$ A/cm², so the unipolar switch carries more. At 200 W/cm² they give $J_b=60.6$ and $J_u=44.7$ A/cm², and the order is reversed.

The dividing line is $p_x=r_uJ_x^2$. If $p_{\max}>p_x$, then $J_u>J_x$, so at the current $J_u$ the bipolar loss is still below $p_{\max}$. Since $p_b$ rises with $J$, the bipolar switch can carry more. If $p_{\max}<p_x$, each inequality reverses.

**Pulsed current**

Provided the drop follows the current without delay, average the losses over a cycle:

$$\langle p_b\rangle-\langle p_u\rangle=V_0\langle J\rangle-(r_u-r_b)\langle J^2\rangle .$$

The bipolar switch therefore wins when

$$\frac{\langle J^2\rangle}{\langle J\rangle}>J_x .$$

The offset weighs the mean current, while the resistances weigh the mean square.

For rectangular pulses of height $J$ that are on for a fraction $d$ of the time, $\langle J\rangle=dJ$ and $\langle J^2\rangle=dJ^2$. The ratio is $J$, so the duty $d$ drops out and the threshold for the on-state current stays at $J_x$.

For half-sine pulses of peak $J_p$, on for half of each cycle, use the phase $\theta$:

$$\langle J\rangle=\frac{J_p}{2\pi}\int_0^{\pi}\sin\theta\,d\theta=\frac{J_p}{\pi},\qquad
\langle J^2\rangle=\frac{J_p^2}{2\pi}\int_0^{\pi}\sin^2\theta\,d\theta=\frac{J_p^2}{4}.$$

The ratio is $\pi J_p/4$, so the condition is $J_p>(4/\pi)J_x=40.2$ A/cm². The peak must exceed $J_x$ because the bipolar switch loses ground during the parts of the pulse that lie below $J_x$.

**Where the 3 V comes from**

In the bipolar device, electrons enter a lightly doped layer from one side and holes from the other. They form a nearly neutral plasma with equal densities $n$. If the junction voltage $V_j$ separates the electron and hole Fermi levels by $qV_j$, then for non-degenerate carriers

$$n^2=N_cN_v\,e^{-E_g/kT}e^{qV_j/kT},$$

where $E_g$ is the gap and $N_c,N_v$ are the effective densities of states of the bands. Taking the logarithm,

$$qV_j=E_g-kT\ln\frac{N_cN_v}{n^2}.$$

A dense plasma thus costs a voltage close to the gap. A wide gap brings a large offset with it.

You are right that there is no 3 V at zero current. If the current is carried by recombination with a constant lifetime, then $n\propto J$, and the formula makes $V_j$ grow as $(2kT/q)\ln J$. A simple form that also vanishes at $J=0$ is

$$V_j=\frac{2kT}{q}\ln\left(1+\frac{J}{J_s}\right).$$

Choose $J_s$ so that $V_j=3$ V at 100 A/cm² and 300 K, and keep $r_b$ unchanged. Near the crossing $J\gg J_s$, and equal drops require

$$3\ \text{V}+\frac{2kT}{q}\ln\frac{J}{100\ \text{A/cm}^2}=(r_u-r_b)J .$$

Solving this numerically gives 30.9 A/cm², about 2% below the straight-line result. In this picture the conductivity of the plasma also grows in proportion to $J$, so the drop across the flooded layer doesn't depend on the current. It adds to the offset rather than to $r_b$, which then stands mainly for the parts the plasma doesn't flood, such as substrate, contacts and any channel.

Might the rounded curve produce a second crossing near zero current? In this model it can't. The difference $V_b-V_u=V_j-(r_u-r_b)J$ is zero at $J=0$. It first rises, because $J_s$ is so tiny that the initial slope $2kT/(qJ_s)$ far exceeds $r_u-r_b$. It is strictly concave and finally becomes negative, so it has one zero at positive $J$. The unipolar switch has the lower drop all the way down from there.

**Where the 100 mΩ cm² comes from**

The unipolar switch has no plasma. Its current is carried by the electrons that the doping supplies, and that doping must be low enough for the layer to block the off-state voltage. Let the layer have doping $N$, width $W$ and permittivity $\varepsilon$, and let the field fall linearly from the critical value $E_c$ to zero across it. Gauss's law and the area of the field triangle give

$$E_c=\frac{qNW}{\varepsilon},\qquad V_B=\frac{E_cW}{2}.$$

With all donors ionized and mobility $\mu$, the resistance is $r_u=W/(q\mu N)$. Insert $qN=\varepsilon E_c/W$, then $W=2V_B/E_c$:

$$r_u=\frac{W^2}{\varepsilon\mu E_c}=\frac{4V_B^2}{\varepsilon\mu E_c^3}
\quad\Longrightarrow\quad
V_B=\sqrt{\frac{r_u\,\varepsilon\mu E_c^3}{4}} .$$

At a fixed critical field the resistance grows as the square of the blocking voltage, while the junction voltage is tied to the gap. In real layers the growth is somewhat faster, because the critical field falls as the doping is lowered. That is why the comparison becomes interesting at high voltage.

**Beside real devices**

Your figures lie in the regime of silicon carbide switches of the 10 kV class. Rough values for that material are a gap of 3.2 eV, a relative permittivity of 9.7, a mobility of 900 cm²/Vs and a critical field of 2.0 MV/cm. With them, $r_u=100$ mΩ cm² corresponds to $V_B\approx12$ kV, a layer about 120 µm thick and a doping of about $9\times10^{14}$ cm⁻³. This assigns the whole resistance to the blocking layer. A real switch also has channel and contact resistance, so for the same total it would block less in this estimate. The 3 V offset is likewise plausible for such a gap. So far I have taken your data to hold at 300 K and have ignored switching loss. The next sections drop these two assumptions in turn, and each changes the comparison considerably.

**A hot chip**

Compare the two switches at 425 K instead of 300 K. Scattering by lattice vibrations lowers the mobility, roughly as $T^{-2.4}$. With doping and width fixed,

$$r_u(425\ \text{K})=100\times\left(\frac{425}{300}\right)^{2.4}=231\ \text{m}\Omega\,\text{cm}^2 .$$

For the offset, treat the 3 V as junction voltage and hold the plasma density $n$ fixed. At $T_0=300$ K the formula for $V_j$ gives $\ln(N_cN_v/n^2)=(E_{g0}-qV_0)/kT_0$, where $E_{g0}$ is the gap at $T_0$. Each density of states grows as $T^{3/2}$, so at temperature $T$ the logarithm gains $3\ln(T/T_0)$. Therefore

$$qV_0(T)=E_g(T)-\frac{T}{T_0}\left(E_{g0}-qV_0\right)-3kT\ln\frac{T}{T_0}.$$

With the gap narrowing by roughly 0.3 meV/K, the offset in volts is

$$V_0(425\ \text{K})=3.2-0.0003\times125-0.2\times\frac{425}{300}-\frac{3kT}{q}\ln\frac{425}{300}=2.84\ \text{V}.$$

Keeping $r_b$ at 5 mΩ cm², the hot crossing is

$$J_x=\frac{2.84}{0.231-0.005}=12.6\ \text{A/cm}^2 .$$

Had the offset stayed at 3 V, the result would have been 13.3 A/cm². Most of the shift therefore comes from the unipolar resistance. Counting the whole 3 V as junction voltage implies a very dense plasma, a few times 10¹⁷ cm⁻³, denser than the stored charge estimated below would give. If the density is ten times lower and the rest of the 3 V is a fixed drop elsewhere, the offset falls by only about 0.05 V more, which hardly moves the crossing. That remaining drop need not be fixed: across the flooded layer it depends strongly on lifetime and mobility, and both change with temperature. Letting $n$ follow the current, as in the rounded curve above, puts the hot crossing near 11.9 A/cm², so read the result as roughly 12 A/cm². The value of $r_b$ matters much less than that of $r_u$: doubling it moves the crossing from 12.6 to 12.9 A/cm² at 425 K, and from 31.6 to 33.3 A/cm² at 300 K.

**Frequent switching**

The plasma that lowers the resistance must be removed at each turn-off. In steady conduction, a stored charge $Q$ per area with lifetime $\tau$ recombines at the rate $Q/\tau$. This can't exceed the supplied current density, so $Q\le J\tau$. I take the upper value, $Q=J\tau$.

The energy needed to remove $Q$ depends on how the voltage rises to the supply value $V_s$. Suppose a uniform plasma is swept out at constant $J$, with negligible recombination meanwhile. The cleared width then grows in proportion to time. For a uniform space charge in that width, the voltage grows as the width squared. If the last charge leaves at time $t_f$, just as $V_s$ is reached, then

$$E_{\text{off}}=\int_0^{t_f}J\,V_s\left(\frac{t}{t_f}\right)^2dt=\frac{Jt_fV_s}{3}=\frac{QV_s}{3}.$$

If instead all the charge leaves at full voltage, $E_{\text{off}}=QV_s$. When the supply is well below the blocking voltage, $V_s$ can be reached with part of the layer still uncleared. If the rest then leaves at $V_s$, a uniform plasma gives an energy between these two values. Write the two cases as $E_{\text{off}}=cJ\tau V_s$, with $c=1/3$ or $c=1$. With $Q=J\tau$, removal at constant current takes a time $Q/J=\tau$, so neglecting recombination is crude here. For a uniform plasma, recombination would take away part of the charge and lower both energies. The uniform profile is itself a simplification: with the lifetime of 1 µs used below, carriers diffuse only some 20 µm, so in a layer about 120 µm thick the plasma is thinner in the middle than at its edges. The two edges also need not be equally dense. Charge far from the side where the clearing starts leaves at high voltage, so the swept value can rise above 1/3 if most of the charge lies there, and can fall below 1/3 if most of it lies near the starting side. Both values of $c$ are therefore rough.

Neglect the bipolar turn-on loss and all switching loss of the unipolar device. For rectangular pulses of duty $d$ at frequency $f$, the bipolar switch has the lower total loss when the conduction saving exceeds the turn-off loss:

$$d\,J\left[(r_u-r_b)J-V_0\right]>f\,cJ\tau V_s .$$

Divide by $dJ$ and solve for $J$:

$$J>\frac{V_0+c\,\tau V_sf/d}{r_u-r_b}.$$

In this estimate, switching acts as an extra offset proportional to frequency, and now the duty does matter.

Take 50 A/cm² at 300 K, $d=0.5$, a rough lifetime of 1 µs and a 6 kV supply. The stored charge is 50 µC/cm². The mean conduction saving is $0.5\times(250-162.5)=43.8$ W/cm². The turn-off energy is 0.10 J/cm² for the swept plasma and 0.30 J/cm² for removal at full voltage. Dividing the saving by these energies gives break-even frequencies of about 440 Hz and 150 Hz. If the bipolar switch has the 12 kV layer estimated above, 6 kV is reached when about 70% of the width is cleared, since the voltage grows as the width squared. A uniform plasma then gives $c\approx0.7/3+0.3$, a little over one half, and about 270 Hz.

These are orders of magnitude, not bounds. Less stored charge, recombination during turn-off, or a switching loss in the unipolar device would raise them; a turn-on loss in the bipolar device would lower them. Even so, they show that 32 A/cm² answers the question about conduction that you were set. It can't by itself choose the switch for a converter that runs at several kilohertz.

Numerical values quoted here were computed with a short program.
